# From Adam-Gibbs to Vogel-Fulcher-Tammann relaxation, and where the divergence fails

**Q.** You say that a supercooled liquid slows down because it runs out of configurations. Heat capacity is measurable; a count of configurations is not. Where does your configurational entropy come from?

**A.** From heat capacity plus an assumption. Let $\Delta C_p$ be the molar heat capacity of the equilibrium liquid in excess of its vibrational part, and assume that this excess is configurational. At constant pressure the molar configurational entropy $S_c$ obeys $dS_c=\Delta C_p\,dT/T$. I take the falling form $\Delta C_p=K/T$, with $K$ constant, and call $T_K>0$ the temperature at which the extrapolated $S_c$ vanishes. Then

$$S_c(T)=\int_{T_K}^{T}\frac{K}{T'^2}\,dT'=K\left(\frac1{T_K}-\frac1T\right)=\frac{K}{T_K}\left(1-\frac{T_K}{T}\right).$$

With $S_\infty=K/T_K$ this is

$$S_c=S_\infty\left(1-\frac{T_K}{T}\right),\qquad T>T_K .$$

$S_\infty$ is the value approached at high temperature. The zero at $T_K$ is an extrapolation, not something the integral proves.

**Q.** Put numbers in, so that I can see what is being extrapolated.

**A.** Take a model polar liquid with $T_K=130$ K and $\Delta C_p=90$ J/(mol K) at $T_g=190$ K. Here $T_g$ is defined by a relaxation time of 100 s. Since $K=\Delta C_p(T_g)\,T_g$,

$$S_\infty=\frac{90\times190}{130}=131.5\ \text{J/(mol K)},$$

$$S_c(T_g)=131.5\left(1-\frac{130}{190}\right)=41.5\ \text{J/(mol K)}.$$

About a third of $S_\infty$ is left at $T_g$. The extrapolation must remove it over the next 60 K.

**Q.** An entropy is not a rate. Why should fewer configurations mean slower motion?

**A.** That is the Adam-Gibbs argument, and it needs three assumptions. First, the liquid rearranges in independent regions, and a region of $z$ molecules has its proportional share of the entropy, $zS_c/N_A$. Second, a region can rearrange if it has at least a fixed entropy $s^*$, because it needs other configurations to move into. The smallest active region therefore satisfies

$$\frac{z^*S_c}{N_A}=s^*\quad\Longrightarrow\quad z^*=\frac{N_As^*}{S_c}.$$

Third, the barrier is proportional to size: it is $z\,\Delta\mu$, with $\Delta\mu$ a constant energy per molecule. I treat $z^*$ as a continuous average size, so it need not be an integer.

As $S_c$ falls, the smallest active region grows, and its barrier grows with it.

**Q.** Larger regions can rearrange too. Why do you keep the smallest?

**A.** Let us keep them all. With a common attempt rate $1/\tau_0$, the sizes $z^*,z^*+1,\ldots$ give a geometric series:

$$\frac1\tau=\frac1{\tau_0}\sum_{j=0}^{\infty}e^{-(z^*+j)\Delta\mu/k_BT}
=\frac1{\tau_0}\,\frac{e^{-z^*\Delta\mu/k_BT}}{1-e^{-\Delta\mu/k_BT}} .$$

The denominator is close to one if $\Delta\mu\gg k_BT$. It also stays finite and nonzero at $T_K$, so it cannot create or remove a divergence there. Dropping it and inserting $z^*$ gives

$$\tau=\tau_0\exp\left(\frac{N_As^*\Delta\mu}{k_BT\,S_c}\right)
=\tau_0\exp\left(\frac{C}{T S_c}\right),\qquad C=\frac{N_As^*\Delta\mu}{k_B}.$$

This is the Adam-Gibbs relation. $C$ has the unit J/mol, so the exponent is a pure number. From here on $C$ and $\tau_0$ are independent of temperature.

**Q.** Then combine the two relations. I want to see where the Kelvin temperature in the denominator goes.

**A.** It cancels the $1/T$ in the entropy:

$$T S_c=T S_\infty\left(1-\frac{T_K}{T}\right)=S_\infty(T-T_K).$$

The exponent becomes $C/[S_\infty(T-T_K)]$, and therefore

$$\boxed{\;\tau=\tau_0\exp\left(\frac{B}{T-T_K}\right),\qquad B=\frac{C}{S_\infty}=\frac{N_As^*\Delta\mu}{k_BS_\infty}\;}$$

This is the Vogel-Fulcher-Tammann (VFT) law. $B$ is a temperature. No expansion about $T_K$ was made: given the two input relations, the law holds for all $T>T_K$.

The converse also holds. If the Adam-Gibbs relation with constant $C$ is true and $\tau$ follows this law with the same $\tau_0$, equating exponents gives $TS_c=(C/B)(T-T_K)$, which is the entropy we started from.

**Q.** What happens if I switch off the special temperature?

**A.** Let $T_K\to0$ at fixed $B$ and $S_\infty$. Then $S_c\to S_\infty$ at every nonzero temperature, while $K=S_\infty T_K$ and hence $\Delta C_p$ go to zero. The regions stop growing and the law becomes $\tau=\tau_0e^{B/T}$, an Arrhenius law with activation energy $k_BB$. In this model, departure from Arrhenius behaviour comes from the loss of configurational entropy on cooling.

In the other limit, $T\to\infty$ at fixed parameters, $\tau\to\tau_0$.

**Q.** You call it a divergence at $T_K$. How strong is it, and what happens on the other side?

**A.** Put $y=B/(T-T_K)$, which tends to $+\infty$ as $T$ falls to $T_K$. For positive $y$ every term of the exponential series is positive, so $e^y>y^{n+1}/(n+1)!$ and

$$\frac{e^y}{y^n}>\frac{y}{(n+1)!}\to\infty$$

for any fixed $n$. The relaxation time grows faster than any power of $1/(T-T_K)$; this is an essential singularity. The region size diverges more gently, since $z^*\propto1/S_c\propto T/(T-T_K)$.

Below $T_K$ the formula would give $S_c<0$. Approached from that side, $y\to-\infty$ and $\tau\to0$, which would mean infinitely fast motion. That is not a prediction: a negative $S_c$ cannot represent a count of available configurations, so the derivation has ended.

**Q.** Show me the growth in seconds.

**A.** I add $\tau_0=10^{-14}$ s to the model. The definition of $T_g$ then fixes $B$:

$$B=(T_g-T_K)\ln\frac{\tau(T_g)}{\tau_0}=60\ \text{K}\times\ln10^{16}=60\ \text{K}\times36.84=2210\ \text{K}.$$

In energy units $k_BB=0.1905$ eV. Suppose also that the dielectric response is of Debye form, with loss proportional to $\omega\tau/(1+\omega^2\tau^2)$. Its derivative with respect to $\omega\tau$ vanishes at $\omega\tau=1$, so the peak lies at $f=1/(2\pi\tau)$. The law gives

| $T$ (K) | $\tau$ (s) | Loss peak (Hz) |
|---|---|---|
| 300 | $4.4\times10^{-9}$ | $3.6\times10^7$ |
| 250 | $1.0\times10^{-6}$ | $1.6\times10^5$ |
| 220 | $4.6\times10^{-4}$ | $3.4\times10^2$ |
| 190 | $1.0\times10^2$ | $1.6\times10^{-3}$ |

Nearer to $T_K$, use $\log_{10}(\tau/\text{s})=-14+B/[2.303\,(T-T_K)]$. At 160 K this is $-14+2210/(2.303\times30)=18.0$, or $3\times10^{10}$ years. At 10 K above $T_K$ it is 82, and at 1 K above it is 946. These are values of an extrapolated formula, not times that anyone could measure.

**Q.** If I draw $\ln\tau$ against $1/T$ near $T_g$, I get a slope and call it an activation energy. Is that the barrier?

**A.** Not here, because the barrier itself changes with temperature. Define $E=k_B\,d\ln\tau/d(1/T)$. Since $d(1/T)=-dT/T^2$,

$$E=-k_BT^2\frac{d}{dT}\left(\frac{B}{T-T_K}\right)=k_BB\left(\frac{T}{T-T_K}\right)^2 .$$

The actual barrier is $z^*\Delta\mu=k_BT\ln(\tau/\tau_0)=k_BB\,T/(T-T_K)$. The slope exceeds it by another factor $T/(T-T_K)$, which comes from the growth of the regions on cooling.

At 190 K the slope gives $0.1905\times(190/60)^2=1.91$ eV, while the barrier is $0.1905\times190/60=0.60$ eV. At 250 K the slope has dropped to 0.83 eV.

The same slope gives the fragility, defined as $m=d\log_{10}\tau/d(T_g/T)$ at $T_g$:

$$m=\frac{BT_g}{\ln10\,(T_g-T_K)^2}=\log_{10}\frac{\tau(T_g)}{\tau_0}\;\frac{T_g}{T_g-T_K}=16\times\frac{190}{60}=50.7 .$$

The second form uses the expression for $B$ above. In the Arrhenius limit $T_K\to0$, with the two times held fixed, $m$ would be 16.

**Q.** Those results never used the size of a region. Does a good VFT fit show that cooperative regions exist?

**A.** No. The fit fixes $B$, and $B$ contains the product $s^*\Delta\mu$. Double $s^*$ and halve $\Delta\mu$, and $B$ is unchanged, although $z^*$ doubles.

To obtain a size I must add an assumption. Suppose that a region has four molecules at $T_g$. Then, with $R=N_Ak_B$,

$$\frac{s^*}{k_B}=\frac{4S_c(T_g)}{R}=20.0,\qquad
\Delta\mu=\frac{k_BT_g\times36.84}{4}=0.151\ \text{eV}.$$

At 300 K the region has shrunk to 2.2 molecules. With this choice the larger regions that I dropped raise the rate by 0.010 % at 190 K and by 0.29 % at 300 K, relative to the rate of the smallest region alone.

**Q.** Four is convenient. Surely the natural choice is two configurations, so $s^*=k_B\ln2$?

**A.** Try it. The size becomes

$$z^*(T_g)=\frac{R\ln2}{S_c(T_g)}=0.139,$$

less than one molecule. To keep the same $\tau(T_g)$, the barrier per molecule must rise to 4.35 eV. A region smaller than a molecule contradicts the idea of molecules moving together. For these numbers, the two-state choice with whole molecules as units fails, yet it gives the same VFT curve. Agreement with the curve cannot decide the microscopic picture.

**Q.** You also chose $\Delta C_p=K/T$, which makes the algebra work. Is the divergence an accident of that choice?

**A.** The divergence is more general than the VFT formula. Suppose that $S_c$ has a simple zero at $T_K$, with finite positive $\Delta C_p(T_K)$. From $dS_c/dT=\Delta C_p/T$, close to the zero,

$$S_c\simeq\frac{\Delta C_p(T_K)}{T_K}(T-T_K),\qquad TS_c\simeq\Delta C_p(T_K)(T-T_K).$$

The Adam-Gibbs relation then gives

$$(T-T_K)\ln\frac{\tau}{\tau_0}\to\frac{C}{\Delta C_p(T_K)} .$$

For our hyperbola $\Delta C_p(T_K)=K/T_K=S_\infty$, which returns $B$.

Now let $\Delta C_p$ be constant instead. Integration gives $S_c=\Delta C_p\ln(T/T_K)$, so

$$\ln\frac{\tau}{\tau_0}=\frac{C}{\Delta C_p\,T\ln(T/T_K)} .$$

This has the same kind of divergence but is not a VFT law over a wide range.

**Q.** Is the difference large enough to matter?

**A.** Hold $T_K$, $\tau_0$, $T_g$ and $\tau(T_g)$ fixed, and readjust $C$. The coefficient near $T_K$ is then

$$36.84\times190\ \text{K}\times\ln\frac{190}{130}=2656\ \text{K},$$

compared with 2210 K for the hyperbola. At 250 K the constant-$\Delta C_p$ curve lies 0.94 decades below the VFT curve; at 150 K it lies 5.75 decades above. With $T_K$ and $\tau_0$ fixed, the form of the heat capacity therefore matters even on the warm side, where the liquid can be in equilibrium. A fit that also adjusts $T_K$ and $\tau_0$ can hide most of this difference over a limited temperature range.

**Q.** And if the entropy does not reach zero at all?

**A.** Then the divergence at $T_K$ is gone. Add a constant residual entropy $S_r$ to the hyperbola for $T\ge T_K$, and let $\Delta C_p$ vanish below $T_K$, so that the entropy stays at $S_r$ there. Without this second condition the shifted hyperbola would reach zero at $T_K/(1+S_r/S_\infty)$, and the divergence would only move to that temperature. At $T_K$ the exponent is $C/(T_KS_r)$, which is finite.

For $S_r=0.05\,S_\infty=6.6$ J/(mol K), and with $C$ readjusted to keep $\tau(T_g)=100$ s,

$$\ln\frac{\tau(T_K)}{\tau_0}=36.84\times\frac{190}{130}\times\frac{41.54+6.58}{6.58}\approx394 .$$

Thus $\log_{10}(\tau/\text{s})\approx157$ at $T_K$. That is still out of reach of measurement, but it is not infinite. Relaxation data taken well above $T_K$ cannot by themselves establish the zero of entropy.

**Q.** I can cool a sample through 130 K in a few minutes. What does your law say about that sample?

**A.** Nothing directly, since the sample is no longer an equilibrium liquid. We need a further model. Describe its frozen structure by a fictive temperature $T_f$: its configurational entropy is that of the equilibrium liquid at $T_f$, while thermal activation takes place at the actual temperature $T$. The Adam-Gibbs relation becomes

$$\ln\frac{\tau}{\tau_0}=\frac{C}{T\,S_\infty(1-T_K/T_f)}=\frac{B}{T(1-T_K/T_f)} .$$

For $T_f=T$ this is the VFT law. Let the structure relax with this single time:

$$\frac{dT_f}{dt}=\frac{T-T_f}{\tau(T,T_f)} .$$

I integrated this equation numerically with an implicit Runge-Kutta method, starting in equilibrium at 220 K and cooling to 110 K. At 10 K/min, $T_f$ freezes at 189.8 K. At 1 K/min it freezes at 186.4 K, because the slower sample has more time to follow the liquid.

**Q.** So what replaces the divergence?

**A.** Once $T_f$ is frozen, the denominator $1-T_K/T_f$ is constant. The relaxation time follows an Arrhenius law with

$$E_{\text{glass}}=\frac{k_BB}{1-T_K/T_f}=\frac{0.1905\ \text{eV}}{1-130/189.8}=0.60\ \text{eV}.$$

The equilibrium slope at $T=T_f$ has a second factor $1/(1-T_K/T_f)$. That factor came from regions growing on cooling, and this growth has stopped.

At $T=T_K$ the frozen sample has

$$\log_{10}(\tau/\text{s})=-14+\frac{2210}{2.303\times130\times(1-130/189.8)}=9.4,$$

or 9.43 with one more digit, which is about 86 years. It is finite, whereas the equilibrium formula is infinite.

**Q.** Then if I wait long enough at 130 K, does the sample reach the ideal state?

**A.** Not in finite time within this model. At $T=T_K$ the ageing equation has

$$\tau=\tau_0\exp\left[\frac{B\,T_f}{T_K(T_f-T_K)}\right].$$

As ageing lowers $T_f$, this time rises, and it diverges as $T_f\to T_K$. The driving difference $T_f-T_K$ shrinks as well. The sample moves towards the singular state ever more slowly. The 86 years is its initial relaxation time, not the time needed to reach equilibrium.

**Q.** A dielectric measurement applies a field. Could the field itself alter your entropy?

**A.** Yes. Per unit volume, at fixed density, the appropriate free energy has $dg=-s\,dT-D\,dE$. Here $E$ is the electric field, no longer an activation energy, $D$ is the electric displacement, and $\varepsilon_s$ below is the static relative permittivity. Equality of its mixed derivatives gives $(\partial s/\partial E)_T=(\partial D/\partial T)_E$. For a linear dielectric $D=\varepsilon_0\varepsilon_sE$, so integration from zero field yields

$$\Delta s=\frac{\varepsilon_0}{2}\frac{\partial\varepsilon_s}{\partial T}E^2 .$$

Take $\partial\varepsilon_s/\partial T=-0.3$ K$^{-1}$, a field of 0.2 MV/cm, and a molar volume of 70 cm$^3$/mol. The molar entropy changes by $-0.037$ J/(mol K): the field orders the dipoles. If all of this change is configurational, then to first order

$$\Delta\ln\tau=-36.84\times\frac{\Delta S_c}{S_c}=36.84\times\frac{0.0372}{41.54}=0.033 .$$

The relaxation time at $T_g$ rises by 3.4 % relative to its zero-field value. The shift grows as $E^2$ while it remains small and the dielectric stays linear. This estimate is for a strong steady field held longer than $\tau$; at 1 kV/cm the shift is below $10^{-4}$ %. A strong alternating field also deposits energy in the sample, which this formula leaves out. The slope needed here is the one at fixed density, whereas measured slopes are usually taken at fixed pressure.

**Q.** Is this model close to any liquid I could put between electrodes?

**A.** Its parameters lie roughly in the regime of glycerol, which has a glass transition near 190 K and a fragility of about 50. The other inputs are rounded model values, not a fit, and the assumed region of four molecules is not a measured property of glycerol. The entropy scale is too large for glycerol: at its melting point, about 291 K, the model gives $S_c\approx73$ J/(mol K), more than the whole entropy of fusion, about 63 J/(mol K).

A real cooled sample breaks the equilibrium assumption first. In the model, cooling at 10 K/min replaces an infinite time at 130 K by about $10^{9.4}$ s. The heat-capacity law is the next concern: the alternative above moves $\tau$ at 250 K by almost a factor of ten. By comparison, the field of 0.2 MV/cm changes $\tau(T_g)$ by a few per cent. The loss peak of glycerol is also broader than the Debye form, so one $\tau$ does not describe the whole spectrum; I have not calculated the effect of that spread.

**Q.** Then what would make me give up the derivation, rather than adjust its parameters?

**A.** Equilibrium data for which $\ln(\tau/\tau_0)$ is not proportional to $1/(TS_c)$, with $S_c$ obtained independently and its vibrational part properly removed. That would contradict the Adam-Gibbs relation with constant $C$ and $\tau_0$. If the proportionality holds but $TS_c$ is not linear in $T$, Adam-Gibbs survives and the VFT form with that same $\tau_0$ fails. A VFT fit with a free prefactor can still follow the data closely: it matches the constant-$\Delta C_p$ curve above to within 0.03 decades from 190 to 300 K. A good VFT fit alone tests neither input separately, because a change in the entropy law can be offset by a temperature-dependent $C$.
